# An electron-counting rule for abrupt silicon–oxide interfaces

## Definitions and conventions

The interface joins the (001) face of silicon to an insulating metal oxide, with no layer between them. All counts refer to one 1×1 silicon surface cell. With cubic lattice constant $a$, its area is $A=a^2/2$.

- $n_d$ is the number of dangling hybrids on the silicon side. Each holds one electron before the oxide is attached.
- The oxide is a stack of metal planes with formal charge $+\Lambda$ and oxygen planes with $-\Lambda$, in units of the elementary charge $e>0$ per cell. Neighbouring planes are equally spaced.
- $n_O$ is the number of oxygens per cell in the terminating plane, which faces silicon. It may differ from the number in a bulk plane.
- $N$ is the number of electrons left for the dangling-bond levels after every oxygen has its closed shell.

A formal charge is the charge an ion would have if oxygen took two electrons. It keeps count of electrons and does not measure the real charge density. Two assumptions give it meaning here: the oxygen levels lie below the silicon gap, and the empty metal levels lie above it. The film is coherent, so both crystals share the same cell.

The claim is

$$N=n_d+\frac{\Lambda}{2}-2n_O .$$

## First case: silicon alone

Take a silicon slab with $m$ atoms per cell, one in each plane. It has $4m$ valence electrons. Two bonds join each plane to the next, so there are $2(m-1)$ bonds, which hold $4(m-1)$ electrons. The remainder is

$$4m-4(m-1)=4 .$$

The slab has two equal faces, so each keeps two electrons. Each face also has two cut hybrids. Hence $n_d=2$, with one electron per hybrid. This is the ideal, unreconstructed face. On a real bare (001) face, neighbouring atoms pair into Si–Si dimers; each dimer bond uses one hybrid per atom, and $n_d=1$ wherever dimers survive under the oxide.

Two hybrids can hold four electrons. The bare face is therefore half filled, and its electrical behaviour depends on how the two levels split. Attaching an oxide changes the number of electrons and also the levels.

## Second case: what the oxide lacks

It is tempting to charge silicon two electrons for every terminating oxygen. That overcounts, because the metal behind the termination supplies some of them. A symmetric oxide slab settles the share.

Let the slab have $K$ metal planes, $K-1$ inner oxygen planes and a terminating oxygen plane on each side. The metals give $\Lambda K$ electrons. The inner oxygen planes take $\Lambda(K-1)$, and the two terminations take $2\times 2n_O$. The shortage of the whole slab is

$$\Lambda(K-1)+4n_O-\Lambda K=4n_O-\Lambda .$$

The thickness has dropped out. Symmetry divides the shortage equally, so each interface must supply

$$S=2n_O-\frac{\Lambda}{2}.$$

Silicon starts with $n_d$ electrons in its hybrids and gives up $S$:

$$N=n_d-S=n_d+\frac{\Lambda}{2}-2n_O .$$

Setting $N=0$ gives the termination that uses up all the dangling-bond electrons:

$$n_O^*=\frac{1}{2}\left(n_d+\frac{\Lambda}{2}\right).$$

For a fluorite-type dioxide, a cell has one metal of charge $+4$ and two oxygens per bulk plane. Then $\Lambda=4$, $N=4-2n_O$ and $n_O^*=2$: a full oxygen plane balances silicon. Half a plane, $n_O=1$, gives $S=0$. That oxide face is already neutral, and silicon keeps its two electrons.

## Why half a plane: the field in a thick film

A single interface to a thick film has no second face to invoke, so the term $\Lambda/2$ needs another argument. Let silicon carry the charge $+S$ per cell at its face, with no field deeper inside. By Gauss's law, the field of the formal charges after the terminating plane is

$$E_1=\frac{e}{\varepsilon_0A}(S-2n_O),$$

and after the next metal plane it is

$$E_2=\frac{e}{\varepsilon_0A}(S-2n_O+\Lambda).$$

The following oxygen plane brings it back to $E_1$, and the pattern repeats. Let $d_1$ be the distance from a metal plane to the next oxygen plane, going into the film, and $d_2$ the distance from there to the next metal plane. The mean field is

$$\bar E=\frac{d_1E_2+d_2E_1}{d_1+d_2}
=\frac{e}{\varepsilon_0A}\left(S-2n_O+\Lambda\frac{d_1}{d_1+d_2}\right).$$

A nonzero mean would make the potential grow in proportion to film thickness, until charge moved. Setting $\bar E=0$ with $d_1=d_2$ gives $S=2n_O-\Lambda/2$, as before. The symmetric slab contained the same condition: seen from its other face, $d_1$ and $d_2$ exchange roles, so for a stack that repeats after two planes, equal faces require equal spacings. If $d_1\neq d_2$ in such a stack, the oxide is polarized and the simple half-plane term no longer holds. Unequal spacings alone do not spoil it: in the mirror-symmetric sequence $d_1,d_2,d_2,d_1$ the field $E_2$ still acts over half of the period, and $S$ is unchanged.

This was tested by summing the potentials of explicit planes and solving for the silicon charge that removes the potential drop over one period. For $\Lambda=1,2,3,4$ and $n_O=0,\,0.5,\,1,\,1.5,\,2$, all twenty results agree with the rule. At $\Lambda=4$, $n_O=2$, silicon must carry $+2.0\,e$ per cell, the charge left when both dangling-bond electrons have gone.

## Do real charges spoil the count?

Bonds to oxygen are partly covalent, so the real charge transfer is smaller than the formal one. The count survives because it is a count of states. Start from silicon with its bonds already formed, next to an oxide of separate ions. Then gradually switch on the hopping within the oxide and across the interface. Levels move and mix, but the number below a chosen energy cannot change unless a level crosses that energy. Formal charges therefore give the right filling as long as the groups of levels stay separated.

A schematic tight-binding superlattice puts this to a test. It has seven silicon planes and three metal planes per period, with two equivalent interfaces. Silicon has four hybrids at energy zero, coupled by $V_1=-0.5$ eV on one atom and by $V_2=-3.0$ eV along a bond. Oxygen has three p orbitals at $-8.0$ eV, and each metal has one empty orbital at $8.0$ eV. These values serve the counting and do not predict band offsets.

For $\Lambda=4$ and $n_O=2$, the count can be followed by hand. There are eight oxygens, four inside and four at the terminations. Leaving out the filled oxygen s shells, the electrons number

$$7\times4+3\times4+8\times4=72 .$$

The valence states are 12 silicon bonds and $8\times3=24$ oxygen orbitals, and these 36 states hold 72 electrons. Nothing is left, so $N=0$. With $n_O=1$ there are six oxygens, 64 electrons and $12+18=30$ valence states. Four electrons remain, two per interface, as the rule says.

Diagonalization over the interface Brillouin zone finds the number of valence states without using this list. It gives:

| $\Lambda$ | $n_O$ | $N$ | dangling levels | gap at the filling (eV) |
|---|---|---|---|---|
| 4 | 2 | 0 | 0 | 4.06 |
| 4 | 1 | 2 | 1 | 1.66 |
| 4 | 0 | 4 | 2 | 1.16 |
| 2 | 1 | 1 | 1 | −0.07 |
| 2 | 2 | −1 | 0 | 0.00 |

Counts are per interface, and every $N$ agrees with the rule. In the first row the terminating oxygen has a real charge of $-1.54\,e$ in this model, against the formal $-2\,e$. The count is unchanged although the charge is well short of formal.

## Reading the fillings

In the dioxide with $n_O=1$, the model bonds the oxygen to one hybrid, and the other holds a pair. With $n_O=0$, both hybrids are full. Both interfaces are insulating in the model, but filled levels lie in the silicon gap and can trap holes. An even $N$ permits a gap without guaranteeing one: the levels must also split suitably. On Si(001), cut hybrids of neighbouring atoms point at one common site per cell. If the single oxygen of $n_O=1$ sits there and bonds to both, both levels are lifted and the two electrons must enter the conduction band.

The rows with $\Lambda=2$ describe a model stack with one divalent metal and one oxygen per bulk plane. They do not describe the (001) face of rock salt, whose planes are neutral. Here $n_O^*=1.5$, so no whole number of oxygens in the 1×1 cell balances silicon. Each band holds two electrons per cell, so an odd $N$ at an isolated interface leaves a band partly filled. The negative entry, $-0.07$ eV, is the overlap between the highest band that would have to be full and the lowest that would have to be empty.

That metallic result belongs to independent electrons in the primitive cell. If repulsion between two electrons on one hybrid exceeds the narrow band width, a magnetic or Mott insulator may form instead. Two cells with three terminating oxygens between them reach $N=0$ on average. The cell can also double by a change of structure: the free hybrids of two neighbouring atoms join in a Si–Si dimer bond, so that $n_d=1$ and $n_O=1$ gives $N=0$.

For $N=-1$, one electron per interface is missing from the valence band. The zero gap is a degeneracy of the model, and it can be derived. Consider a state whose hybrid amplitudes add to zero on every silicon atom, are equal (up to the Bloch phase) at the two ends of every bond, and vanish on the terminal hybrids. On one hybrid, the other three amplitudes add to minus its own, so the on-site coupling contributes $-V_1=+0.5$ eV. The bond contributes $V_2=-3.0$ eV. The energy is $-2.5$ eV at every wave vector. There are 12 bond amplitudes and 7 sum conditions, hence at least five such states. No valence state lies higher. For an atom whose hybrid amplitudes $c_i$ add to $s$, the on-site coupling contributes $V_1(|s|^2-\sum_i|c_i|^2)$ to the energy. Without the $|s|^2$ terms, all 12 Si–Si bonding levels would lie at $-V_1+V_2=-2.5$ eV, with the oxygen levels below them. Since $V_1$ is negative, the $|s|^2$ terms can only lower levels or leave them unchanged. The five states are therefore the top of the silicon valence band in this model, and removing two electrons from the superlattice cell cannot open a gap among them.

## Balance does not yet mean a clean gap

The rule fixes how many electrons the hybrids hold, but not where the empty hybrids lie. Consider one hybrid at energy zero and one oxygen orbital at $-\Delta$, coupled by $t$. The energies satisfy

$$E(E+\Delta)-t^2=0,\qquad
E_\pm=-\frac{\Delta}{2}\pm\sqrt{\left(\frac{\Delta}{2}\right)^2+t^2}.$$

With $\Delta=8.0$ eV and $t=6.0$ eV, the square root is 7.21 eV, so $E_-=-11.21$ eV and $E_+=3.21$ eV. The lower level is the filled Si–O bond; the upper is what the empty hybrid has become.

For $t=0$ the upper level stays at zero, inside the gap. For $t\ll\Delta$ it rises by about $t^2/\Delta$. To lift it above a conduction edge $E_c>0$, the pair equation requires

$$t^2>E_c(E_c+\Delta),$$

because $E(E+\Delta)$ increases with $E$ for positive $E$. This condition is an estimate: it ignores the coupling of the hybrid to the rest of its atom. That coupling lowers the lowest empty dangling level, which lies near $-0.5$ eV in the superlattice at $t=0$, so a larger $t$ is needed there.

The superlattice shows the same distinction. With the dioxide termination held at $n_O=2$ and the Si–O coupling switched off, $N$ remains zero, but two empty dangling levels per interface appear in the gap. The gap at the filling falls from 4.06 to 2.00 eV. Electron balance and Si–O bonding are thus separate requirements for passivation.

## Oxygen in a back bond, and hydrogen

Suppose an extra oxygen enters a bond between two silicon atoms. Breaking that bond frees two electrons, one on each hybrid. Oxygen needs two electrons, so the added supply and demand cancel:

$$N'=N+2-2=N .$$

Such an oxygen must not be included in $n_O$. In the superlattice, one inserted oxygen per interface leaves $N=0$ and no dangling level, with a gap of 4.10 eV. An excess oxygen can therefore be harmless in a back bond and still produce holes if it stays in the terminating plane and closes its shell as a separate ion. If it bonds to another oxygen instead, forming a peroxide pair, it takes no electrons from silicon and falls outside this count.

Hydrogen needs its own balance. Let $f$ hybrids remain unbonded and hold $N$ electrons, and attach $h$ hydrogen atoms to them. Each new bond needs two electrons, and hydrogen brings one. What remains is

$$f'=f-h,\qquad N'=N+h-2h=N-h .$$

Bonding hydrogen to all free hybrids, $h=f$, leaves $N-f$ electrons. This is zero if each hybrid held one electron, the usual dangling bond. For the dioxide with each terminating oxygen bonded to one hybrid, however, $f=2-n_O$ and $N=4-2n_O=2f$. Neutral hydrogen then removes the dangling levels but leaves $f$ electrons without a place in them. Within this counting, those electrons must go to other levels or leave, and the site acts as a donor. Hydrogen passivation depends on the filling as well as on the number of free hybrids.

## A small miscount in a gate stack

The following round, rough parameters are in the regime of a hafnium-dioxide gate stack: $a=0.543$ nm for silicon, relative permittivity $k=20$, and equivalent oxide thickness 1.0 nm. The last is the thickness of silicon dioxide, with permittivity 3.9, that has the same capacitance. The physical film thickness is thus

$$d=1.0\ \text{nm}\times\frac{20}{3.9}=5.13\ \text{nm}.$$

The cell area is $0.543^2/2=0.1474\ \text{nm}^2$, or $6.78\times10^{14}$ cells per cm². The ideal, unreconstructed silicon face has twice as many dangling bonds, $1.36\times10^{15}\ \text{cm}^{-2}$.

Let 0.1 % of the terminating oxygens be missing. Then $n_O=1.998$ and

$$N=4-2(1.998)=0.004,$$

$$n_s=0.004\times6.78\times10^{14}\ \text{cm}^{-2}
=2.71\times10^{12}\ \text{cm}^{-2}.$$

The interface is still neutral, since these electrons accompany the missing oxygens. A voltage shift appears if they leave and a positive sheet remains. At flat band the field in silicon is zero, so all field lines from the sheet end on the gate. The gate must be negative relative to silicon:

$$\Delta V_{FB}=-\frac{e n_s d}{k\varepsilon_0}=-0.126\ \text{V}.$$

This is the shift for complete ionization. Electrons that stay bound in a filled hybrid reduce its magnitude. The result is linear in the missing fraction: for a rough quality target of $10^{11}\ \text{cm}^{-2}$, the fraction would have to be $3.7\times10^{-5}$, about one oxygen in 27,000.

If the electrons instead entered the silicon conduction band, two valleys with in-plane mass $m=0.19\,m_e$ would fill at zero temperature to

$$E_F=\frac{\pi\hbar^2n_s}{2m}=17\ \text{meV}.$$

Here the 2 is the number of valleys; spin is already included. At 358 K the thermal energy is 31 meV, so this population would not be strongly degenerate. At that temperature a sizeable share also moves into the four other valleys, which lowers the degeneracy further. Excitation across a 1.1 eV silicon gap carries the factor $\exp(-E_g/2k_BT)=1.8\times10^{-8}$, where $k_B$ is Boltzmann's constant. Heat at this temperature therefore does little to blur the count at a clean, balanced interface.

## How far the real interface may depart

A nonzero $N$ does not by itself produce a field: the interface stays neutral while its extra electrons or holes remain there. If they leave for the gate, the field of the charge left behind crosses the film, and this limits how large that charge can be. If they enter the silicon instead, they screen part of the field. With all field lines in the film, an uncompensated charge of $2e$ per cell would give 123 MV/cm, against a rough breakdown field of 4 MV/cm. The linear permittivity cannot be trusted at such a field, but the conclusion is safe: charge or atoms would rearrange. Breakdown is reached at an uncompensated charge of about $0.065\,e$ per cell.

Misfit matters more than the small oxygen deficit. With a rough oxide lattice constant of 0.51 nm, a coherent film is stretched by 6.5 % relative to its own lattice. If it relaxes, each silicon cell faces

$$r=\left(\frac{0.543}{0.51}\right)^2=1.134$$

oxide cells. A full oxygen plane lacks two electrons per oxide cell, so

$$N=2-2r=-0.267$$

per silicon cell. That is a shortage of $1.8\times10^{14}$ electrons per cm², about 67 times the miscount in the example. If the corresponding holes all left for the gate, with no screening by the silicon, the negative charge remaining would be four times the value that reaches breakdown. Balance can be restored with fewer terminating oxygens. With $n_O$ now counted per oxide cell,

$$0=2+r(2-2n_O)\quad\Rightarrow\quad n_O=1+\frac{1}{r}=1.88 .$$

This restores the average count but does not ensure that every hybrid meets an oxygen.

The permittivity and equivalent thickness chosen here are ordinary for hafnium-based stacks, but a coherent film 5 nm thick under 6.5 % strain is not a realistic picture of one. Real films are commonly amorphous or polycrystalline, and a thin silicon-oxide layer usually separates them from silicon. The assumption that breaks first is the single abrupt, coherent interface; for the relaxed lattice above, that moves $N$ from 0 to $-0.267$ at a full oxygen plane. With an interlayer, the count has to be made at both of its boundaries. As a design rule, $n_O=2$ therefore applies to a coherent, unpolarized dioxide on unreconstructed silicon, with Si–O bonds at all hybrids and no other charged defects. Where Si–Si dimers remain, $n_d=1$ and the balance moves to $n_O=1.5$. The numerical check contains all the input values used here.

## Values computed for the example and the checks

```
Schematic model levels (eV): Si hybrid 0, O -8.0, metal 8.0
Schematic hoppings (eV): Si intra -0.5, Si-Si -3.0, Si-O 6.0
Isolated Si-O pair levels (eV): -11.21 and 3.21
Diagonalized superlattice, values per interface cell:
 L=4 n_O=2: N=+0, dangling levels=0, gap=4.057 eV
 L=4 n_O=1: N=+2, dangling levels=1, gap=1.665 eV
 L=4 n_O=0: N=+4, dangling levels=2, gap=1.159 eV
 L=2 n_O=1: N=+1, dangling levels=1, gap=-0.065 eV
 L=2 n_O=2: N=-1, dangling levels=0, gap=0.000 eV
Real charge of terminating O at L=4, n_O=2: -1.54 e (formal -2 e)
Si-O bonding off, L=4 n_O=2: N=0, dangling levels=2, gap=1.999 eV
One O inserted in a back bond: N=0, dangling levels=0, gap=4.103 eV
Planes, L=2: balanced n_O=1.5, charge on Si=+2.0 e per cell
Planes, L=4: balanced n_O=2.0, charge on Si=+2.0 e per cell
Inputs (rough): a_Si=0.543 nm, a_oxide=0.51 nm, k=20, k_SiO2=3.9
Inputs (rough): EOT=1.0 nm, missing O=0.1 %, breakdown=4 MV/cm
Inputs (rough): mass=0.19 m_e, valleys=2, T=358 K, Si gap=1.1 eV
Interface cell area: 0.1474 nm2
Cell density: 6.783e+14 cm^-2
Dangling-bond density: 1.357e+15 cm^-2
Actual n_O: 1.998; left-over N: 0.0040 electrons per cell
Miscounted electrons: 2.713e+12 cm^-2
Physical oxide thickness: 5.13 nm
Flat-band shift if all are ionized: -0.126 V
Missing O fraction that gives 1e+11 cm^-2: 3.69e-05
Neglected effects:
 Field of uncompensated 2 e per cell: 123 MV/cm
 Imbalance that reaches breakdown: 0.065 e per cell
 Strain of the coherent oxide: 6.5 %
 N for a relaxed oxide, full O plane: -0.267 per Si cell
 Same as a density: -1.81e+14 cm^-2
 Conduction-band filling energy at T=0: 17.1 meV
 Thermal energy at temperature of use: 30.9 meV
 Excitation factor exp(-gap/2kT) of Si: 1.8e-08
```
